# Energy lowering and mass increase of a weakly coupled bulk Fröhlich polaron

An electron at the bottom of the conduction band of InSb sits among ions of two kinds, which carry opposite effective charges. Its field pulls one kind closer and pushes the other away, and the displaced ions act back on the electron. When the electron moves, the displacement must follow it. By how much does this lower the electron's energy, and how much heavier does the electron become?

I use Hartree atomic units, $\hbar=m_e=e=1$, until the numbers for InSb. The crystal has volume $\Omega$, static dielectric constant $\varepsilon_0$ and high-frequency constant $\varepsilon_\infty$. The latter describes the electrons' response when the ions cannot follow.

## 1. Simplest case: a charge that cannot move

First I need the strength of the coupling. Let $\mathbf w$ be the relative ionic displacement, scaled so that its kinetic energy density is $\dot{\mathbf w}^2/2$. For long waves in an isotropic crystal,

$$\ddot{\mathbf w}=-\omega_T^2\mathbf w+b\mathbf E,\qquad \mathbf P=b\mathbf w+\chi\mathbf E .$$

With the ions frozen, $\varepsilon_\infty=1+4\pi\chi$. In a static field $\mathbf w=b\mathbf E/\omega_T^2$, so $\varepsilon_0=\varepsilon_\infty+4\pi b^2/\omega_T^2$.

A longitudinal wave without free charge has $\mathbf E+4\pi\mathbf P=0$. Inserting $\mathbf P$ gives $\varepsilon_\infty\mathbf E=-4\pi b\mathbf w$, and the equation of motion then yields

$$\omega^2=\omega_T^2+\frac{4\pi b^2}{\varepsilon_\infty}=\omega_T^2\frac{\varepsilon_0}{\varepsilon_\infty}.$$

I take this longitudinal optical frequency $\omega$ as independent of the wave vector. Quantizing the oscillators gives

$$\mathbf w(\mathbf r)=\sum_{\mathbf q}\frac{\hat{\mathbf q}}{\sqrt{2\omega\Omega}}\left(a_{\mathbf q}e^{i\mathbf q\cdot\mathbf r}+a_{\mathbf q}^\dagger e^{-i\mathbf q\cdot\mathbf r}\right).$$

The field amplitude is $4\pi b/\varepsilon_\infty$ times that of $\mathbf w$, and the potential amplitude is the field amplitude divided by $q$. The electron's interaction is therefore $\sum_{\mathbf q}(V_qa_{\mathbf q}e^{i\mathbf q\cdot\mathbf r}+\text{h.c.})$ with

$$|V_q|^2=\frac{16\pi^2b^2}{\varepsilon_\infty^2q^2}\frac1{2\omega\Omega}=\frac{8\pi^2b^2}{\varepsilon_\infty^2\omega\Omega q^2}.$$

To remove $b$, define

$$\kappa=\frac1{\varepsilon_\infty}-\frac1{\varepsilon_0}=\frac{4\pi b^2}{\omega_T^2\varepsilon_0\varepsilon_\infty}=\frac{4\pi b^2}{\omega^2\varepsilon_\infty^2},$$

where the last step uses $\omega_T^2\varepsilon_0=\omega^2\varepsilon_\infty$. Hence

$$|V_q|^2=\frac{2\pi\omega\kappa}{\Omega q^2}.$$

**Limit: two fixed electrons.** For fixed charges each mode is a displaced oscillator. Completing the square gives the energy $-\sum_{\mathbf q}|V_q|^2|\rho_{\mathbf q}|^2/\omega$, with $\rho_{\mathbf q}=e^{i\mathbf q\cdot\mathbf r_1}+e^{i\mathbf q\cdot\mathbf r_2}$ and $|\rho_{\mathbf q}|^2=2+2\cos(\mathbf q\cdot\mathbf R)$. The part that depends on the separation $\mathbf R$ is

$$-\int\!\frac{d^3q}{(2\pi)^3}\frac{4\pi\kappa}{q^2}\cos(\mathbf q\cdot\mathbf R)=-\frac{\kappa}{R}.$$

Added to the repulsion $1/(\varepsilon_\infty R)$, this leaves $1/(\varepsilon_0R)$, as it must in a static dielectric. The coupling has the right size.

The self-energy of one fixed charge is another matter:

$$-\sum_{\mathbf q}\frac{|V_q|^2}{\omega}=-\frac{\kappa}{\pi}\int_0^\infty dq .$$

It diverges, because a fixed point charge polarizes the continuum at every wavelength. A real electron recoils.

## 2. An electron that can recoil, with total momentum zero

Let the electron have an isotropic parabolic band of mass $m$, and let the crystal be at zero temperature. The zero of energy is the band edge with the ions held in place; the electronic polarization is already contained in it.

The interaction changes the phonon number by one, so its first-order energy vanishes. In second order the electron emits a virtual phonon $\mathbf q$, recoils with momentum $-\mathbf q$, and reabsorbs it:

$$\Delta E(0)=-\sum_{\mathbf q}\frac{|V_q|^2}{\omega+q^2/2m}
=-\frac{\kappa}{\pi}\int_0^\infty\frac{dq}{1+q^2/(2m\omega)} .$$

This is the fixed-charge integral with a cutoff near $q=\sqrt{2m\omega}$. The integral equals $(\pi/2)\sqrt{2m\omega}$, so

$$\Delta E(0)=-\kappa\sqrt{\frac{m\omega}{2}}=-\alpha\omega,\qquad
\alpha=\left(\frac1{\varepsilon_\infty}-\frac1{\varepsilon_0}\right)\sqrt{\frac{m}{2\omega}} .$$

This defines the dimensionless coupling constant $\alpha$.

**Limits.** If $\varepsilon_0=\varepsilon_\infty$, the ions carry no polarization and the shift vanishes. If $m\to\infty$ at fixed $\omega$ and $\kappa$, the shift grows as $\sqrt m$, which recovers the divergence of the fixed charge. But $\alpha$ grows too, so the weak-coupling formula fails before that limit is reached.

**Where the energy goes.** With $x=q/\sqrt{2m\omega}$, a sum over phonons at $k=0$ becomes

$$\sum_{\mathbf q}|V_q|^2F(x)=\frac{2\alpha\omega^2}{\pi}\int_0^\infty F(x)\,dx .$$

The one-phonon amplitudes have squared modulus $|V_q|^2/[\omega(1+x^2)]^2$. Substituting $x=\tan t$ turns the next two integrals into those of $\cos^2t$ and $\sin^2t$ from $0$ to $\pi/2$, each equal to $\pi/4$:

$$\langle N_{\rm ph}\rangle=\frac{2\alpha}{\pi}\int_0^\infty\frac{dx}{(1+x^2)^2}=\frac{\alpha}{2},\qquad
\langle T\rangle=\frac{2\alpha\omega}{\pi}\int_0^\infty\frac{x^2dx}{(1+x^2)^2}=\frac{\alpha\omega}{2}.$$

The phonons cost $\alpha\omega/2$ and the recoil costs $\alpha\omega/2$. The interaction energy, twice the second-order shift, is $-2\alpha\omega$. The sum is $-\alpha\omega$, as required.

## 3. General case: total momentum $\mathbf k$

After emission the electron has momentum $\mathbf k-\mathbf q$. Write $\mu$ for the cosine of the angle between $\mathbf k$ and $\mathbf q$, and $u=k/\sqrt{2m\omega}$. The energy denominator is

$$\omega+\frac{(\mathbf k-\mathbf q)^2-k^2}{2m}=\omega\,(1+x^2-2ux\mu)=\omega\left[(x-u\mu)^2+1-u^2\mu^2\right].$$

It is positive for $u<1$. At $u=1$ the electron has just enough energy to emit a real phonon, and this expansion ends.

For the measure, the azimuthal integral gives $2\pi$:

$$\sum_{\mathbf q}|V_q|^2\to\frac{2\pi}{(2\pi)^3}\int q^2dq\,d\mu\,\frac{2\pi\omega\kappa}{q^2}
=\frac{\omega\kappa}{2\pi}\int dq\,d\mu=\frac{\alpha\omega^2}{\pi}\int dx\,d\mu ,$$

since $\kappa\sqrt{2m\omega}=2\alpha\omega$. Therefore

$$\Delta E(k)=-\frac{\alpha\omega}{\pi}\int_0^\infty dx\int_{-1}^{1}\frac{d\mu}{1+x^2-2ux\mu}.$$

The integrand depends on $x$ and $\mu$ through $x^2$ and $x\mu$. The half with $\mu<0$ and $x>0$ therefore equals the half with $\mu>0$ and $x<0$. Joining the two extends $x$ to the whole line, where the shift $x\to x+u\mu$ is harmless:

$$\Delta E(k)=-\frac{\alpha\omega}{\pi}\int_0^1d\mu\int_{-\infty}^{\infty}\frac{dx}{x^2+1-u^2\mu^2}
=-\alpha\omega\int_0^1\frac{d\mu}{\sqrt{1-u^2\mu^2}}=-\alpha\omega\,\frac{\arcsin u}{u}.$$

**Limits.** For $u\to0$ this returns $-\alpha\omega$. For $u\to1$ the shift stays finite, $-\pi\alpha\omega/2$, but its slope diverges as $1/\sqrt{1-u^2}$. However small $\alpha$ is, the correction to the velocity is then no longer small close to threshold, and the perturbation result cannot be trusted there.

**Numerical test.** I diagonalized the Hamiltonian in the space of zero and one phonon, which is complete to first order in $\alpha$. The inputs were $m=0.7$, $\omega=1.3$ and $\alpha=0.004$ and $0.008$, with the part of order $\alpha^2$ removed by extrapolation. At $u=0.6$ the coefficient of $\alpha\omega$ came out as $-1.07247$; the formula gives $-1.07250$. At rest it was $-0.99998$, with $0.4999$ for the phonon number divided by $\alpha$.

## 4. The mass

Near the band edge, expand under the integral:

$$\frac{\arcsin u}{u}=\int_0^1\left(1+\frac{u^2\mu^2}{2}+\frac{3u^4\mu^4}{8}+\dots\right)d\mu=1+\frac{u^2}{6}+\frac{3u^4}{40}+\dots$$

Since $\omega u^2=k^2/2m$,

$$E(k)=-\alpha\omega+\frac{k^2}{2m}\left(1-\frac{\alpha}{6}\right)+O(k^4).$$

The mass is the inverse curvature at $k=0$:

$$\frac{m^*}{m}=\frac1{1-\alpha/6}=1+\frac{\alpha}{6}+O(\alpha^2).$$

The expansion stops at $\alpha/6$ because the energy was computed to first order; keeping the fraction would not supply the true $\alpha^2$ term. The diagonalization gave $0.16662$ for the coefficient, against $1/6=0.16667$.

**What makes the electron heavier.** At fixed total momentum the kinetic energy is $(\mathbf k-\mathbf Q)^2/2m$, where $\mathbf Q$ is the phonon momentum. The derivative of the energy with respect to $\mathbf k$ is the mean of the derivative of the Hamiltonian, so

$$\frac{dE}{dk}=\frac{k-\langle Q\rangle}{m}.$$

Comparison with $dE/dk=k(1-\alpha/6)/m$ gives $\langle Q\rangle=\alpha k/6$ at small $k$. The phonons carry this share of the momentum, and the electron moves more slowly for a given total. With the next term of the series the share is $\alpha(1/6+3u^2/20)$. At $u=0.05$ the bracket is $0.16704$, and the diagonalization gave $0.16702$.

## 5. How good is first order?

At $k=0$ the next energy term has two phonons present in the middle of the process. Their energy together with the recoil is $\omega(2+|\mathbf x+\mathbf y|^2)$, where $\mathbf x$ and $\mathbf y$ are the scaled phonon momenta. Averaging its inverse over the angle between them gives $L/\omega$ with

$$L(x,y)=\frac1{4xy}\ln\frac{2+(x+y)^2}{2+(x-y)^2}.$$

The phonon absorbed first may be either one, which gives two terms. Fourth-order perturbation theory also contains the normalization term $-\Delta E(0)\langle N_{\rm ph}\rangle=\alpha^2\omega/2$. Altogether

$$\frac{\Delta E_4}{\alpha^2\omega}=\frac12-\frac4{\pi^2}\int_0^\infty\!\!\int_0^\infty\!dx\,dy\,L\left[\frac1{(1+x^2)^2}+\frac1{(1+x^2)(1+y^2)}\right]=-0.0159,$$

by quadrature. For $\alpha\ll1$ the correction to the edge shift is very small. I have not computed the corresponding term of the mass.

## 6. Numbers for InSb

Take lightly doped n-type InSb at 77 K in equilibrium, with no applied bias, so that breakdown and field-driven tunnelling do not arise. Rough typical values are $m=0.014$ electron masses, a longitudinal phonon energy of 24 meV, $\varepsilon_\infty=15.7$, $\varepsilon_0=17.5$, a gap of 0.23 eV and a lattice constant of 0.648 nm. The electron density is $10^{14}$ cm$^{-3}$.

The dielectric contrast is $1/15.7-1/17.5=0.00655$, and the phonon energy is $8.82\times10^{-4}$ hartree. Thus

$$\alpha=0.00655\sqrt{\frac{0.014}{2\times8.82\times10^{-4}}}=0.0185 .$$

The edge shift is $-0.0185\times24\ \text{meV}=-0.44$ meV, or $-1.6\times10^{-5}$ hartree. For a parabolic band the mass rises by $0.0185/6=0.31$ percent, from 0.0140 to 0.01404 electron masses. The mean number of virtual phonons is 0.009.

The weakest input is the contrast, a small difference of two similar numbers. Moving $\varepsilon_0$ to 17.2 or 17.8 changes $\alpha$ to 0.0156 or 0.0212, about 15 percent either way. Tabulated values of $\varepsilon_0$ spread more widely, from about 16.8 to 17.9, which puts $\alpha$ between 0.012 and 0.022. By comparison, the $\alpha^2$ energy is $-1.3\times10^{-4}$ meV.

**Lattice and carriers.** The length $1/\sqrt{2m\omega}$ is 10.6 nm, many lattice constants, so the continuum is a fair description. Cutting the integral at a sphere with the volume of the Brillouin zone removes 0.6 percent of the shift. The screening length is 253 nm, the plasmon energy 0.8 meV, and the density 2 percent of the effective density of states. Degeneracy changes the shift by about 1 percent. Screening is modest but not negligible. Static screening replaces $1/q^2$ by $q^2/(q^2+q_s^2)^2$, with $q_s$ the inverse screening length, and this removes roughly $1.5\times10.6/253\approx6$ percent of the shift. The carriers also lower the electron's energy on their own, by about $q_s/2\varepsilon_0\approx0.16$ meV, which is not part of the polaron shift.

**Nonparabolic band.** In a two-band model $E(1+E/E_g)=k^2/2m$. Differentiation gives $k/(dE/dk)=m(1+2E/E_g)$. At 9.95 meV, which is the mean thermal energy $3k_BT/2$ of a parabolic band, this ratio of momentum to velocity exceeds the edge mass by $2\times9.95/230=8.7$ percent, some 28 times the band-edge polaron effect. At the same energy, $u\approx0.64$, the slope of $\arcsin u/u$ raises this ratio by 0.49 percent, so the like-for-like factor is about 18. A mass measured on thermal electrons therefore does not reveal $\alpha/6$ unless the band's own curvature is known much better than that.

The edge shift is less sensitive. In this model the conduction state at $\mathbf q$ contains the edge state with weight $a_q^2=(E_g+E_q)/(E_g+2E_q)$, and the filled valence state contains the rest. The added electron blocks virtual transitions of valence electrons into its own state, which raises the energy:

$$\Delta E=-\sum_{\mathbf q}|V_q|^2\left[\frac{a_q^2}{\omega+E_q}-\frac{1-a_q^2}{\omega+E_g+E_q}\right].$$

The result is $-0.43$ meV, 4 percent smaller in size than the parabolic value. Heavy holes and remote bands are left out of this estimate. The mixing of the bands also changes the polaron correction to the mass. That change is not small: the same second-order sum at finite $k$ gives about 0.4 percent with conduction and light-hole bands alone and about 0.2 percent when a heavy-hole band of mass 0.43 is added. The value 0.31 percent is a parabolic-band estimate and fixes only the rough size for InSb.

**Temperature.** With $N$ thermal phonons per mode, emission is multiplied by $1+N$. Absorption at $k=0$ adds a term proportional to the principal value of $\int_0^\infty dx/(x^2-1)$. Its antiderivative $\tfrac12\ln|(x-1)/(x+1)|$ vanishes at both ends, and the singular parts on the two sides of $x=1$ cancel, so for a parabolic band the term is zero. The shift becomes $-(1+N)\alpha\omega$. Real absorption gives the level a width

$$2\pi N\,\frac{2\alpha\omega^2}{\pi}\int_0^\infty\delta\big(\omega(x^2-1)\big)dx=2\alpha\omega N .$$

At 77 K, $N=0.028$, the shift is $-0.46$ meV and the width 0.02 meV. About 6 percent of the electrons, counted in a parabolic band, lie above the phonon energy, where the formula for $E(k)$ does not apply. At 300 K with the other inputs held fixed, $N=0.65$. The shift is then $-1.65\times0.44=-0.73$ meV and the width 0.58 meV, so the level is blurred by nearly as much as it is moved. These figures only illustrate the formula: at 300 K, electrons excited across the gap of real InSb number about $10^{16}$ cm$^{-3}$ or more, and the crystal is no longer dilute.

**Beside a real device.** The inputs are ordinary for bulk InSb, but the low density and the absence of bias are not those of a working transistor channel. With the parabolic mass held fixed, the Fermi energy of 0.56 meV at $10^{14}$ cm$^{-3}$ grows as $n^{2/3}$ and reaches 24 meV near $3\times10^{16}$ cm$^{-3}$. The plasmon energy grows as $\sqrt n$ and does so near $9\times10^{16}$ cm$^{-3}$. At such densities occupied states block part of the virtual recoil, and the electrons screen the phonon field and mix with it. Confinement in a thin channel changes the sum over $\mathbf q$ as well. The values $-0.44$ meV and 0.31 percent are parabolic-band estimates for a dilute bulk crystal and should not be carried over to such a channel. The remaining figures are in the numerical output.

## Numbers as computed

```
TESTS, coefficients of alpha (dimensionless)
edge shift / omega, diagonalization: -0.99998
mass increase, diagonalization: 0.16662
one sixth: 0.16667
shift / omega at u = 0.6, diagonalization: -1.07247
shift / omega at u = 0.6, formula: -1.07250
phonon number at rest: 0.49993
recoil energy / omega at rest: 0.49997
phonon share of momentum at u = 0.05: 0.16702
alpha^2 coefficient of energy / omega: -0.01592
INPUTS, rough typical InSb
band mass: 0.014 electron masses
LO phonon energy: 24.0 meV
eps_inf: 15.7, eps_0: 17.5
gap: 0.23 eV
lattice constant: 0.648 nm
electron density: 1.0e+14 cm^-3
temperature: 77 K
RESULTS
dielectric contrast: 0.006551
LO phonon energy: 8.8198e-04 hartree
TO phonon energy implied: 22.73 meV
alpha: 0.01846
edge shift: -0.4430 meV
edge shift: -1.6278e-05 hartree
mass increase alpha/6: 0.308 percent
polaron mass: 0.014043 electron masses
virtual phonon number: 0.00923
polaron length 1/sqrt(2 m omega): 10.65 nm
NEGLECTED EFFECTS
alpha^2 energy: -1.30e-04 meV
alpha if eps_0 = 17.2: 0.01565
alpha if eps_0 = 17.8: 0.02117
two-band edge shift / parabolic: 0.961
two-band edge shift: -0.4256 meV
thermal energy kT: 6.64 meV
mean thermal kinetic energy: 9.95 meV
nonparabolic mass increase there: 8.65 percent
phonon occupation, 77 K: 0.0276
edge shift with occupation, 77 K: -0.4552 meV
level width, 77 K: 0.0245 meV
phonon occupation, 300 K: 0.653
level width, 300 K: 0.579 meV
electrons above LO energy, 77 K: 6.48 percent
Fermi energy at zero temperature: 0.561 meV
density / effective density of states: 0.0185
plasmon energy: 0.792 meV
screening length: 253 nm
shift lost by finite zone: 0.63 percent
```
